\section*{Frequency shift in FM-AFM as a semicircle-weighted average of force gradient}

\section{What the gradient at one point misses}

A frequency-modulation force microscope reports a frequency shift, and the quantity wanted is a force or its gradient. If the shift is converted as though the gradient at the centre of the oscillation acted throughout the swing, the error can be large. In the model evaluated below, with an amplitude of $0.1$~nm, that conversion predicts $-26.8$~Hz where the sensor shifts by $-22.95$~Hz. Averaging the gradient over the time the tip spends at each distance is no cure: it predicts $-17.9$~Hz. The correct average has a semicircular weight, largest at the centre of the swing and zero at the turning points.

\section{Model and sign conventions}

One flexural mode of the sensor is kept, with stiffness $k$, effective mass $m$, free angular frequency $\omega_0=\sqrt{k/m}=2\pi f_0$ and quality factor $Q\gg1$. The undeflected tip is at distance $z_c$ from the sample. The deflection $q$ is positive away from the sample, so the instantaneous distance is $z_c+q$. The tip--sample force $F(z)$ is positive when repulsive, and
\begin{equation}
k_{ts}(z)=-\frac{dF}{dz}.
\end{equation}
An attraction that weakens with distance has $F<0$ and $dF/dz>0$, hence $k_{ts}<0$: it softens the sensor and lowers its frequency.

The equation of motion is
\begin{equation}
m\ddot q+\frac{m\omega_0}{Q}\dot q+kq=F(z_c+q)+F_d(t).
\label{eq:motion}
\end{equation}
The feedback acts on the first harmonic of the deflection. It holds the amplitude $A$ of that harmonic constant and keeps the drive in phase with its velocity. With $\phi=\omega t$ and a suitable origin of time, the periodic motion is
\begin{equation}
q=q_0+A\cos\phi+\sum_{n\ge2}\left(a_n\cos n\phi+b_n\sin n\phi\right).
\label{eq:series}
\end{equation}
The first-harmonic velocity is $-\omega A\sin\phi$, so the drive is $F_d=-D\sin\phi$ with $D>0$.

\section{From the equation of motion to the weight}

\subsection{The in-phase force sets the frequency}

Let $\langle\cdot\rangle$ denote the average over one cycle of $\phi$. Multiply Eq.~\eqref{eq:motion} by $\cos\phi$ and average. By orthogonality only the first harmonic of $q$ contributes on the left:
\begin{align}
\langle m\ddot q\cos\phi\rangle&=-\tfrac12m\omega^2A, &
\langle kq\cos\phi\rangle&=\tfrac12kA .
\end{align}
The linear damping and the drive are proportional to $\sin\phi$ in this harmonic and average to zero. Therefore
\begin{equation}
(k-m\omega^2)A=2\langle F(z_c+q)\cos\phi\rangle .
\label{eq:exact}
\end{equation}
Within the one-mode model this holds for the true periodic motion, overtones included. Without a sample it gives $\omega=\omega_0$, so finite $Q$ causes no offset under this phase condition.

To evaluate the right side, replace $q$ by $A\cos\phi$. The omitted parts follow from the other harmonics of Eq.~\eqref{eq:motion}. The constant part gives
\begin{equation}
q_0=\frac{\langle F\rangle}{k}.
\label{eq:static}
\end{equation}
For $n\ge2$, with $m\omega^2\simeq k$ and the weak damping neglected, $(1-n^2)k\,a_n\simeq2\langle F\cos n\phi\rangle$, and similarly for $b_n$. All these parts are at most of order $|F|/k$, with $|F|$ the largest force met in the swing. They change $F$ by about $F'$ times that length, which is second order in the interaction. The replacement is safe when $|F|/k$ is small compared with the length over which $F$ varies.

Dividing Eq.~\eqref{eq:exact} by $kA$ and using $m/k=1/\omega_0^2$ gives
\begin{equation}
\frac{\omega^2}{\omega_0^2}=1-\frac{2}{kA}
\langle F(z_c+A\cos\phi)\cos\phi\rangle .
\label{eq:force}
\end{equation}

\subsection{Integration by parts}

The integrand is even in $\phi$, so the average may be taken over half a cycle. Integrate $\cos\phi$ and differentiate $F$, noting that $dF/d\phi=-A\sin\phi\,F'$:
\begin{align}
\langle F\cos\phi\rangle
&=\frac1\pi\int_0^\pi F(z_c+A\cos\phi)\cos\phi\,d\phi\nonumber\\
&=\frac1\pi\Big[F\sin\phi\Big]_0^\pi
+\frac A\pi\int_0^\pi F'(z_c+A\cos\phi)\sin^2\phi\,d\phi\nonumber\\
&=-\frac A\pi\int_0^\pi k_{ts}(z_c+A\cos\phi)\sin^2\phi\,d\phi .
\label{eq:parts}
\end{align}
The boundary term vanishes because $\sin\phi=0$ at both turning points. For this step it is sufficient that $F$ be continuously differentiable over the swing.

Now set $q=A\cos\phi$. On $0\le\phi\le\pi$ the sine is non-negative, so $\sin\phi=\sqrt{A^2-q^2}/A$, and $dq=-A\sin\phi\,d\phi$. One factor of the sine is used up by the differential and one remains:
\begin{equation}
\sin^2\phi\,d\phi=-\frac{\sin\phi}{A}\,dq
=-\frac{\sqrt{A^2-q^2}}{A^2}\,dq .
\end{equation}
The limits run from $A$ to $-A$; reversing them removes the minus sign. Inserting Eq.~\eqref{eq:parts} in Eq.~\eqref{eq:force} yields
\begin{equation}
\frac{f^2}{f_0^2}=1+\frac{\bar k}{k},\qquad
\bar k=\int_{-A}^{A}k_{ts}(z_c+q)\,w(q)\,dq,
\label{eq:square}
\end{equation}
\begin{equation}
w(q)=\frac{2}{\pi A^2}\sqrt{A^2-q^2}.
\label{eq:weight}
\end{equation}
For $|\bar k|\ll k$, $\sqrt{1+x}\simeq1+x/2$ gives the frequency shift
\begin{equation}
\boxed{\;\Delta f=\frac{f_0}{2k}\int_{-A}^{A}
k_{ts}(z_c+q)\,\frac{2\sqrt{A^2-q^2}}{\pi A^2}\,dq\;}
\label{eq:main}
\end{equation}
to first order in the tip--sample force. The gradient need not be constant over the swing.

\section{Meaning of the semicircle}

The area under $\sqrt{A^2-q^2}$ is that of a half disc, $\pi A^2/2$, so $w$ has unit area. Its mean is zero by symmetry, and its variance is
\begin{equation}
\int_{-A}^{A}q^2w\,dq=\frac{2A^2}{\pi}\int_0^\pi\cos^2\phi\sin^2\phi\,d\phi
=\frac{2A^2}{\pi}\cdot\frac\pi8=\frac{A^2}{4}.
\label{eq:variance}
\end{equation}

The fraction of time spent per unit length is $p(q)=1/(\pi\sqrt{A^2-q^2})$, which is largest at the turning points. The two densities are related by
\begin{equation}
w(q)=2\left(1-\frac{q^2}{A^2}\right)p(q)=2\sin^2\phi\;p(q),
\end{equation}
so $w$ is the dwell time weighted by the squared velocity.

A force step shows why. Let a constant force $F_1$ act only for $q<q_1=A\cos\phi_1$. Its in-phase part is
\begin{equation}
\langle F\cos\phi\rangle=\frac{F_1}{\pi}\int_{\phi_1}^{\pi}\cos\phi\,d\phi
=-\frac{F_1\sin\phi_1}{\pi}.
\end{equation}
If the step lies at a turning point, the force is either constant over the whole swing or absent, and neither case changes the frequency. A step at the centre has the largest effect. Since the gradient of this force is concentrated at $q_1$, the factor $\sin\phi_1$ is the semicircle.

\section{Dissipation and phase error}

Let the sample add a damping force $-\gamma(z)\dot q$. Along $q=A\cos\phi$, the change $\phi\to-\phi$ keeps the distance and reverses the velocity. The product of this force with $\cos\phi$ is then odd in $\phi$ and averages to zero. The same holds for any force odd under velocity reversal. If approach and retraction follow different force branches, half their difference is such a force, and $F$ in Eq.~\eqref{eq:main} is the average of the two branches.

Dissipation appears in the drive instead. Multiply the equation of motion by $\sin\phi$ and average. At leading order $\langle F\sin\phi\rangle=0$, and
\begin{equation}
-\frac{m\omega_0}{Q}\frac{\omega A}{2}
-\omega A\langle\gamma\sin^2\phi\rangle=-\frac D2 .
\end{equation}
With $\omega\simeq\omega_0$ and $m\omega_0^2=k$,
\begin{equation}
D\simeq A\left(\frac kQ+\omega_0\bar\gamma\right),\qquad
\bar\gamma=2\langle\gamma\sin^2\phi\rangle=\int_{-A}^{A}\gamma(z_c+q)w(q)\,dq .
\label{eq:drive}
\end{equation}
The damping coefficient is averaged with the same weight as the gradient.

This separation depends on the phase setting. If the drive is $-D\sin(\phi+\theta)$ with a small error $\theta$, its in-phase part adds $-D\sin\theta$ to the right side of Eq.~\eqref{eq:exact}. Solving for the frequency as before gives an extra shift
\begin{equation}
\Delta f_\theta\simeq\frac{f_0D}{2kA}\sin\theta .
\label{eq:phase}
\end{equation}
With constant $D$ this is a fixed offset. If dissipation changes with distance, $D$ changes too, and the offset imitates a conservative force.

\section{Small and large amplitudes}

For $A$ small compared with the length over which $k_{ts}$ varies, expand $k_{ts}(z_c+q)$ about $z_c$. The odd terms vanish, and Eq.~\eqref{eq:variance} gives
\begin{equation}
\bar k=k_{ts}(z_c)+\frac{A^2}{8}k_{ts}''(z_c)+O(A^4).
\label{eq:small}
\end{equation}

For large $A$, hold the closest distance $d=z_c-A$ fixed and put $q=-A+u$. Then $A^2-q^2=u(2A-u)$. If the force is confined to $u\ll2A$, the root becomes $\sqrt{2Au}$ and
\begin{align}
\bar k&\simeq\frac{2\sqrt2}{\pi A^{3/2}}
\int_0^\infty k_{ts}(d+u)\sqrt u\,du\nonumber\\
&=\frac{\sqrt2}{\pi A^{3/2}}\int_0^\infty\frac{F(d+u)}{\sqrt u}\,du .
\end{align}
The second line follows by parts from $k_{ts}=-dF/du$; the boundary term vanishes if $F$ falls faster than $u^{-1/2}$. Hence
\begin{equation}
\Delta f\simeq\frac{f_0}{kA^{3/2}}\,\gamma_F,\qquad
\gamma_F=\frac{1}{\sqrt2\,\pi}\int_0^\infty\frac{F(d+u)}{\sqrt u}\,du .
\label{eq:large}
\end{equation}
The next term of the root, $\sqrt{1-u/2A}\simeq1-u/4A$, gives a relative correction proportional to $1/A$, provided $F$ falls faster than $u^{-3/2}$.

\section{Evaluation}

In the phase variable, $\bar k=(2/\pi)\int_0^\pi k_{ts}\sin^2\phi\,d\phi$. Apply the trapezoidal rule with $n+1$ equal intervals. The end points drop out because the sine vanishes there, leaving
\begin{equation}
\bar k\simeq\sum_{j=1}^{n}W_jk_{ts}(z_c+A\cos\phi_j),\quad
\phi_j=\frac{j\pi}{n+1},\quad W_j=\frac{2\sin^2\phi_j}{n+1}.
\label{eq:gauss}
\end{equation}
If $k_{ts}$ is a polynomial of degree $p$ in $q$, the integrand contains cosines up to order $p+2$. The trapezoidal rule integrates $\cos M\phi$ without error for $M<2(n+1)$, so Eq.~\eqref{eq:gauss} is exact for $p\le2n-1$.

When the data are forces, Eq.~\eqref{eq:force} gives $\bar k=-(2/A)\langle F\cos\phi\rangle$ directly, without numerical differentiation.

\section{Worked example}

The sensor has $k=2000$~N/m, $f_0=30$~kHz, $Q=20000$ and $A=0.1$~nm. The closest distance is $0.35$~nm, so $z_c=0.45$~nm. The model force is a Morse bond plus the van der Waals attraction of a sphere and a plane. With $x=e^{-\kappa(z-\sigma)}$,
\begin{equation}
F=2\kappa E(x^2-x)-\frac{C}{z^2},\qquad
k_{ts}=2\kappa^2E(2x^2-x)-\frac{2C}{z^3}.
\end{equation}
Here $E=0.1$~nN\,nm, $\kappa=10$~nm$^{-1}$ and $\sigma=0.3$~nm. A Hamaker constant of $0.1$~nN\,nm and a tip radius of $3$~nm give $C=0.1\times3/6=0.05$~nN\,nm$^2$. These are round model parameters, not those of a particular tip and surface.

At the centre $x=e^{-1.5}=0.2231$, and since 1~nN/nm is 1~N/m,
\begin{equation}
k_{ts}(z_c)=20(0.0996-0.2231)-\frac{0.1}{0.0911}\simeq-3.57~\text{N/m}.
\end{equation}
The gradient is $+0.25$~N/m at the near turning point and $-1.97$~N/m at the far one, so it changes sign within the swing. For $n=5$ the nodes lie at $q=0$, $\pm0.05$ and $\pm0.0866$~nm, with weights $1/3$, $1/4$ and $1/12$. Pairing equal weights,
\begin{align}
\bar k&\simeq\frac{-3.5685}{3}+\frac{-2.7741-3.5067}{4}
+\frac{-2.1719-1.4370}{12}\nonumber\\
&=-1.1895-1.5702-0.3007=-3.0604~\text{N/m}.
\end{align}
Adaptive integration, the force projection and closed forms for this force all give $-3.06044$~N/m. The shift is
\begin{equation}
\Delta f=\frac{30000}{2\times2000}\times(-3.0604)=-22.95~\text{Hz}.
\end{equation}

The dwell-time average is $-2.39$~N/m. It is smaller in magnitude because it favours the turning points, where the gradient is weak or positive. The resulting shift is 22\% too small in magnitude relative to Eq.~\eqref{eq:main}; the central gradient alone gives one 17\% too large.

\subsection{Size of the neglected terms}

At closest approach $|F|/(kA)=0.0044$. The period of the free anharmonic orbit whose half peak-to-peak swing is $A$, obtained from energy conservation without the first-order approximation, gives $-22.9515$~Hz, against $-22.9533$~Hz from Eq.~\eqref{eq:main}. This agreement, within 0.01\%, owes something to cancellation. The squared relation, Eq.~\eqref{eq:square}, misses $1.42\times10^{-3}$~N/m, worth $+0.0106$~Hz. The next term of the square root, $-f_0\bar k^2/(8k^2)$, is $-0.0088$~Hz. Their sum is the observed difference of $+0.0018$~Hz.

Halving the force divides the error of the squared relation by $4.05$, as expected for a second-order error. Its main source here is the static deflection, Eq.~\eqref{eq:static}, which is $-0.30$~pm. Centring the average at $z_c+q_0$ reduces the error in magnitude to about $10^{-5}$~N/m; the sign and digits of this remainder depend on whether $A$ is taken as the half peak-to-peak swing or as the first-harmonic amplitude. In this example the mean tip position is therefore the better centre for the average. This need not hold when the swing is much longer than the range of the force, because the overtones then displace the tip near closest approach by an amount comparable with $q_0$.

\subsection{Drive and dissipation}

A solution of the full driven equation, with both feedback conditions imposed, gives $-22.9513$~Hz. Extra damping with $\omega_0\gamma=1$~N/m at closest approach, decaying as an exponential over $0.1$~nm, changes this by no more than about $0.0001$~Hz. The drive amplitude rises from $9.99$ to $51.67$~pN. The first value agrees with $kA/Q=10$~pN. By Eq.~\eqref{eq:drive}, the increase corresponds to an averaged damping $\omega_0\bar\gamma\simeq0.0417~\text{nN}/0.1~\text{nm}=0.42$~N/m.

For a phase error of $0.01$~rad, Eq.~\eqref{eq:phase} gives an offset of $0.007$~Hz at the lower drive and $0.039$~Hz at the higher one. The phase error thus matters far more than the direct effect of damping on the frequency.

\subsection{Reading the amplitude limits}

At $A=0.01$~nm, the average differs from the central gradient by $0.00358$~N/m, and the quadratic term of Eq.~\eqref{eq:small} gives $0.00357$~N/m. Scaled to $A=0.1$~nm, that term is $0.357$~N/m, while the actual difference is $-3.060+3.569=0.508$~N/m. The quadratic correction alone is then insufficient; higher terms of the expansion or the full average must be used.

At fixed $d=0.35$~nm, $\gamma_F=-0.1728$~nN\,nm$^{1/2}$. Equation~\eqref{eq:large} overstates the magnitude of the shift by a factor of $3.6$ at $A=0.1$~nm, by 15\% at $1$~nm, by 1.6\% at $10$~nm and by 0.16\% at $100$~nm. The last two errors show the $1/A$ decay. These large swings test the limiting law for the stated force function; the sphere--plane expression itself requires distances small compared with the tip radius.

\section{Where the formula fails}

Equation~\eqref{eq:main} should not be used when the deflections of order $|F|/k$ become comparable with the length over which the force varies, or when $|\bar k|$ is not small compared with $k$. At small amplitude, a static deflection comparable with $A$ does no harm by itself: it only moves the centre of the swing, and the gradient changes little if that displacement is short compared with the same length. A soft sensor can also become unstable. The condition $k+k_{ts}>0$ throughout the range of motion suffices to exclude a static jump to contact, since the total restoring force then varies monotonically with deflection. In the example the most negative gradients are a few N/m against $k=2000$~N/m. The formula also presumes a settled oscillation: if amplitude or phase is still changing during a scan, the conditions behind Eq.~\eqref{eq:exact} are not met. The computed values and comparisons are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
sensor stiffness k = 2000 N/m
free frequency f0 = 30000 Hz
quality factor Q = 20000
amplitude A = 0.10 nm
closest distance d = 0.35 nm, centre zc = 0.45 nm
Morse depth = 0.10 nN nm, inverse length = 10 1/nm
Morse minimum position = 0.30 nm
Hamaker constant = 0.10 nN nm, tip radius = 3.0 nm
van der Waals coefficient H R/6 = 0.050 nN nm^2
force at closest distance = -0.8855 nN
|force at closest distance|/(k A) = 0.00443
k_ts at near turning point = 0.2522 N/m
k_ts at centre = -3.5685 N/m
k_ts at far turning point = -1.9732 N/m
weight area = 1.000000, variance/A^2 = 0.250000
node q = +0.08660 nm, weight = 0.08333, k_ts = -2.1719 N/m
node q = +0.05000 nm, weight = 0.25000, k_ts = -2.7741 N/m
node q = +0.00000 nm, weight = 0.33333, k_ts = -3.5685 N/m
node q = -0.05000 nm, weight = 0.25000, k_ts = -3.5067 N/m
node q = -0.08660 nm, weight = 0.08333, k_ts = -1.4370 N/m
five-node average = -3.0604 N/m
semicircle average = -3.06044 N/m
average from force projection = -3.06044 N/m
average from closed forms = -3.06044 N/m
first-order frequency shift = -22.9533 Hz
exact free-orbit shift = -22.9515 Hz
shift using k_ts at centre only = -26.7639 Hz
dwell-time average of k_ts = -2.3865 N/m
shift from dwell-time average (wrong) = -17.8985 Hz
static deflection = -0.3022 pm
squared-relation error, full force = 1.416e-03 N/m
squared-relation error, half force = 3.498e-04 N/m
ratio of these errors = 4.0476
error after recentring = -8.432e-06 N/m
driven shift, no extra damping = -22.9513 Hz
extra damping times 2 pi f0, at d = 1.0 N/m
driven shift, extra damping = -22.9514 Hz
drive amplitude, no extra damping = 9.99 pN
drive amplitude, extra damping = 51.67 pN
small-amplitude test A = 0.01 nm
change of average, computed = 0.003580 N/m
change of average, A^2 k_ts''/8 = 0.003567 N/m
large-amplitude constant gamma = -0.17277 nN nm^0.5
fixed d, A = 0.1 nm: shift = -22.953 Hz, limit law = -81.954 Hz
fixed d, A = 1.0 nm: shift = -2.2462 Hz, limit law = -2.5916 Hz
fixed d, A = 10.0 nm: shift = -0.0807 Hz, limit law = -0.081954 Hz
fixed d, A = 100.0 nm: shift = -0.0025876 Hz, limit law = -0.0025916 Hz
\end{verbatim}
